# Flat-band shift of a p-type silicon gate stack on heating: verification in Python

```python
# Result under test: flat-band voltage of a metal / oxide / p-type silicon stack,
#   V_FB = Phi_m - W - Eg/2 + tau*ln(Nv/Na),
# and its change from 300 to 400 K with Phi_m and W held fixed.
# Phi_m: effective gate work function; W: depth of silicon midgap below vacuum;
# Eg: gap; tau = kB*T; Nv, Nc: effective band densities; Na: acceptor density;
# u = E_midgap - E_Fermi. All internal quantities are in atomic units.
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

EV = pc['Hartree energy in eV'][0]           # eV per hartree
BOHR_CM = pc['Bohr radius'][0] * 100.0       # cm per bohr
KB = pc['kelvin-hartree relationship'][0]    # hartree per kelvin
NM = 1e-7 / BOHR_CM                          # bohr per nm
CM3 = BOHR_CM**3                             # cm^-3 to bohr^-3

T1, T2 = 300.0, 400.0
Na = 1e17 * CM3
phi_m, W = 4.7 / EV, 4.6 / EV
gap300, gap_slope = 1.12 / EV, -2.7e-4 / EV
m_v, m_c = 1.15, 1.10
eot_nm = 1.0
eps_si, eps_ox = 11.7 / (4 * np.pi), 3.9 / (4 * np.pi)
cox = eps_ox / (eot_nm * NM)


def gap(T):
    return gap300 + gap_slope * (T - 300.0)


def band_density(mass, T):
    return 2 * (mass * KB * T / (2 * np.pi))**1.5


def n_intrinsic(T):
    return np.sqrt(band_density(m_v, T) * band_density(m_c, T)) \
        * np.exp(-gap(T) / (2 * KB * T))


def u_majority(T, acceptors=Na):
    return gap(T) / 2 - KB * T * np.log(band_density(m_v, T) / acceptors)


def u_asinh(T, acceptors=Na):
    return KB * T * (np.arcsinh(acceptors / (2 * n_intrinsic(T)))
                     - 0.5 * np.log(band_density(m_v, T) / band_density(m_c, T)))


def vfb(T):
    return phi_m - W - u_majority(T)


# Independent road 1: Fermi-Dirac integrals over the parabolic density of states
def carriers(mass, distance, T):
    tau = KB * T
    integral = quad(lambda s: 2 * s * s / (1 + np.exp(s * s + distance / tau)),
                    0, 9, epsabs=0, epsrel=1e-10, limit=200)[0]
    return np.sqrt(2) * mass**1.5 / np.pi**2 * tau**1.5 * integral


def u_quadrature(T, acceptors=Na):
    half = gap(T) / 2
    return brentq(lambda u: (carriers(m_v, half - u, T)
                             - carriers(m_c, half + u, T)) / acceptors - 1,
                  0, half, xtol=1e-14, rtol=1e-13)


fermi_corr = {}
for T in (T1, T2):
    fermi_corr[T] = u_quadrature(T) - u_majority(T)
    expected = KB * T * Na / (np.sqrt(8) * band_density(m_v, T))
    assert abs(fermi_corr[T]) * EV < 1e-4
    assert abs(fermi_corr[T] / expected - 1) < 0.02

# Lightly doped case, where minority carriers matter and the short formula fails
light = 1e13 * CM3
u_light = u_quadrature(T2, light)
assert abs(u_light - u_asinh(T2, light)) * EV < 1e-6
assert abs(u_light - u_majority(T2, light)) * EV > 5e-3


def slope(T):
    return -gap_slope / 2 + KB * (np.log(band_density(m_v, T) / Na) + 1.5)


for T in (T1, T2):
    numeric_slope = -(u_quadrature(T + 2) - u_quadrature(T - 2)) / 4
    assert abs(numeric_slope / slope(T) - 1) < 1e-3


# Independent road 2: Poisson equation; flat band is zero net silicon charge
def vfb_poisson(T, midgap_depth=W, sheet=0.0):
    tau, half, count, h = KB * T, gap(T) / 2, 301, 0.5 * NM
    Nv, Nc = band_density(m_v, T), band_density(m_c, T)
    width = np.full(count, h)
    width[0] = width[-1] = h / 2

    def displacement_into_silicon(V):
        gate_vacuum = phi_m - V              # silicon Fermi level is zero
        vac = np.full(count, midgap_depth + 0.4 / EV)
        for _ in range(500):
            mid = vac - midgap_depth
            p = Nv * np.exp((mid - half) / tau)
            n = Nc * np.exp((-mid - half) / tau)
            flux = eps_si * np.diff(vac) / h
            inflow = cox * (vac[0] - gate_vacuum) + sheet
            residual = (np.r_[inflow, flux] - np.r_[flux, 0.0]
                        + (p - n - Na) * width)
            bands = np.zeros((3, count))
            bands[0, 1:] = bands[2, :-1] = -eps_si / h
            bands[1] = 2 * eps_si / h + (p + n) / tau * width
            bands[1, 0] += cox - eps_si / h
            bands[1, -1] -= eps_si / h
            step = solve_banded((1, 1), bands, -residual)
            size = np.max(np.abs(step)) / tau
            vac = vac + step * (np.log1p(size) / size if size > 1e-6 else 1.0)
            if size * tau < 1e-11:
                return cox * (vac[0] - gate_vacuum) + sheet
        raise AssertionError('Poisson iteration did not converge')

    return brentq(displacement_into_silicon, -0.8 / EV, 0.3 / EV, xtol=1e-12)


sheet_cm2 = 1e12
sheet = sheet_cm2 * BOHR_CM**2
poisson = {T: vfb_poisson(T) for T in (T1, T2)}
charged = {T: vfb_poisson(T, sheet=sheet) for T in (T1, T2)}
for T in (T1, T2):
    assert abs(poisson[T] - vfb(T)) * EV < 1e-6
    assert abs(charged[T] - (vfb(T) - sheet / cox)) * EV < 1e-6

shift = vfb(T2) - vfb(T1)
gap_part = -(gap(T2) - gap(T1)) / 2
carrier_part = (KB * T2 * np.log(band_density(m_v, T2) / Na)
                - KB * T1 * np.log(band_density(m_v, T1) / Na))
quadrature_shift = u_quadrature(T1) - u_quadrature(T2)
assert abs(gap_part + carrier_part - (poisson[T2] - poisson[T1])) * EV < 2e-6
assert abs(quadrature_shift - shift) * EV < 1e-4
assert gap_part > 0 and carrier_part > 0

# Usual mistake: intrinsic density frozen at its 300 K value
frozen_shift = -KB * (T2 - T1) * np.log(Na / n_intrinsic(T1))
assert frozen_shift < 0 < shift

# Other choices of the silicon level held fixed relative to vacuum
affinity_shift = shift + gap_part
valence_shift = shift - gap_part
for sign, value in ((1, affinity_shift), (-1, valence_shift)):
    moved = vfb_poisson(T2, midgap_depth=W - sign * gap_part)
    assert abs(moved - poisson[T1] - value) * EV < 2e-6
intrinsic_change = -(KB * T2 * np.log(Na / n_intrinsic(T2))
                     - KB * T1 * np.log(Na / n_intrinsic(T1))) - shift

# Sizes of neglected effects
metal_coeff = 1e-4                           # eV/K, rough magnitude
metal_change = metal_coeff * (T2 - T1)
mass_growth = 0.05                           # assumed rise of m_v by 400 K
mass_change = KB * T2 * 1.5 * np.log(1 + mass_growth)
boron_ev = 0.045                             # rough acceptor level above Ev


def fermi_above_valence_boron(T):
    tau, Nv = KB * T, band_density(m_v, T)
    return brentq(lambda x: Nv * np.exp(-x / tau) / Na
                  - 1 / (1 + 4 * np.exp((boron_ev / EV - x) / tau)),
                  0.02 / EV, 0.5 / EV, xtol=1e-14)


x_boron = {T: fermi_above_valence_boron(T) for T in (T1, T2)}
ionized = {T: band_density(m_v, T) * np.exp(-x_boron[T] / (KB * T)) / Na
           for T in (T1, T2)}
boron_change = (x_boron[T2] - x_boron[T1]) - carrier_part

dit_ev = 1e11                                # traps per cm^2 per eV, rough
dit = dit_ev * BOHR_CM**2 * EV


def trap_charge(T):
    # donor-like traps below midgap, acceptor-like traps above it
    tau, u, half = KB * T, u_majority(T), gap(T) / 2
    empty = quad(lambda e: 1 / (1 + np.exp(-(e + u) / tau)), -half, 0,
                 points=[-u], epsabs=1e-13)[0]
    filled = quad(lambda e: 1 / (1 + np.exp((e + u) / tau)), 0, half,
                  epsabs=1e-13)[0]
    return dit * (empty - filled)


trap_change = -(trap_charge(T2) - trap_charge(T1)) / cox
assert abs(trap_change / (dit * shift / cox) - 1) < 0.05
fermi_change = -(fermi_corr[T2] - fermi_corr[T1])
minority_size = KB * T2 * (n_intrinsic(T2) / Na)**2

print(f'acceptor density: {Na / CM3:.1e} cm^-3')
print(f'effective gate work function: {phi_m * EV:.2f} eV')
print(f'midgap depth below vacuum: {W * EV:.2f} eV')
print(f'gap slope: {gap_slope * EV:.2e} eV/K')
print(f'hole and electron density-of-states masses: {m_v:.2f}, {m_c:.2f} m_e')
print(f'equivalent oxide thickness: {eot_nm:.1f} nm')
for T in (T1, T2):
    print(f'--- T = {T:.0f} K')
    print(f'kB T: {KB * T * EV:.6f} eV')
    print(f'gap: {gap(T) * EV:.4f} eV')
    print(f'Nv: {band_density(m_v, T) / CM3:.4e} cm^-3')
    print(f'intrinsic density: {n_intrinsic(T) / CM3:.3e} cm^-3')
    print(f'ln(Nv/Na): {np.log(band_density(m_v, T) / Na):.4f}')
    print(f'Fermi level above valence edge: {(gap(T)/2-u_majority(T))*EV:.4f} eV')
    print(f'midgap minus Fermi level u: {u_majority(T) * EV:.4f} eV')
    print(f'silicon work function: {(W + u_majority(T)) * EV:.4f} eV')
    print(f'V_FB, formula: {vfb(T) * EV:.4f} V')
    print(f'V_FB, Poisson: {poisson[T] * EV:.4f} V')
    print(f'V_FB with fixed charge, Poisson: {charged[T] * EV:.4f} V')
    print(f'slope dV_FB/dT: {slope(T) * EV:.3e} V/K')
    print(f'ionized boron fraction: {ionized[T]:.3f}')
print('--- shift from 300 to 400 K')
print(f'gap part: {gap_part * EV:.4f} V')
print(f'carrier part: {carrier_part * EV:.4f} V')
print(f'flat-band shift: {shift * EV:.4f} V')
print(f'same shift in atomic units: {shift:.6f} hartree/e')
print(f'shift from Fermi-Dirac quadrature: {quadrature_shift * EV:.4f} V')
print(f'wrong shift with n_i frozen at 300 K: {frozen_shift * EV:.4f} V')
print('--- other conditions and neglected effects')
print(f'shift if electron affinity is fixed: {affinity_shift * EV:.4f} V')
print(f'shift if valence edge is fixed: {valence_shift * EV:.4f} V')
print(f'metal drift at {metal_coeff:.0e} eV/K: +/-{metal_change:.4f} V')
print(f'hole mass up {100 * mass_growth:.0f} % at 400 K: {mass_change*EV:+.4f} V')
print(f'boron level {boron_ev:.3f} eV, ionization: {boron_change * EV:+.5f} V')
print(f'traps {dit_ev:.0e} cm^-2 eV^-1: {trap_change * EV:+.5f} V')
print(f'intrinsic level fixed, not midgap: {intrinsic_change * EV:+.5f} V')
print(f'hole degeneracy: {fermi_change * EV:+.2e} V')
print(f'minority carriers at 400 K, size: {minority_size * EV:.1e} V')
print(f'fixed charge used in Poisson test: {sheet_cm2:.0e} cm^-2')
print(f'its offset, equal at both temperatures: {-sheet / cox * EV:.4f} V')
print('all assertions hold')
```

Output:

```
acceptor density: 1.0e+17 cm^-3
effective gate work function: 4.70 eV
midgap depth below vacuum: 4.60 eV
gap slope: -2.70e-04 eV/K
hole and electron density-of-states masses: 1.15, 1.10 m_e
equivalent oxide thickness: 1.0 nm
--- T = 300 K
kB T: 0.025852 eV
gap: 1.1200 eV
Nv: 3.0947e+19 cm^-3
intrinsic density: 1.171e+10 cm^-3
ln(Nv/Na): 5.7349
Fermi level above valence edge: 0.1483 eV
midgap minus Fermi level u: 0.4117 eV
silicon work function: 5.0117 eV
V_FB, formula: -0.3117 V
V_FB, Poisson: -0.3117 V
V_FB with fixed charge, Poisson: -0.3581 V
slope dV_FB/dT: 7.585e-04 V/K
ionized boron fraction: 0.936
--- T = 400 K
kB T: 0.034469 eV
gap: 1.0930 eV
Nv: 4.7646e+19 cm^-3
intrinsic density: 5.997e+12 cm^-3
ln(Nv/Na): 6.1664
Fermi level above valence edge: 0.2126 eV
midgap minus Fermi level u: 0.3339 eV
silicon work function: 4.9339 eV
V_FB, formula: -0.2339 V
V_FB, Poisson: -0.2339 V
V_FB with fixed charge, Poisson: -0.2803 V
slope dV_FB/dT: 7.956e-04 V/K
ionized boron fraction: 0.971
--- shift from 300 to 400 K
gap part: 0.0135 V
carrier part: 0.0643 V
flat-band shift: 0.0778 V
same shift in atomic units: 0.002859 hartree/e
shift from Fermi-Dirac quadrature: 0.0778 V
wrong shift with n_i frozen at 300 K: -0.1375 V
--- other conditions and neglected effects
shift if electron affinity is fixed: 0.0913 V
shift if valence edge is fixed: 0.0643 V
metal drift at 1e-04 eV/K: +/-0.0100 V
hole mass up 5 % at 400 K: +0.0025 V
boron level 0.045 eV, ionization: -0.00070 V
traps 1e+11 cm^-2 eV^-1: +0.00036 V
intrinsic level fixed, not midgap: -0.00029 V
hole degeneracy: +3.96e-06 V
minority carriers at 400 K, size: 1.2e-10 V
fixed charge used in Poisson test: 1e+12 cm^-2
its offset, equal at both temperatures: -0.0464 V
all assertions hold
```
